\section*{Poisson Phonon Sidebands of a Displaced Defect Mode and the Huang–Rhys Factor}

\section{Definitions and conventions}

A point defect has a lower electronic state $g$ and an upper electronic state $e$. The atoms have different equilibrium positions in the two states; atom $a$, of mass $m_a$, is displaced by $\Delta\mathbf R_a$ between them. The mass-weighted distance between the two equilibrium geometries is $\Delta Q>0$, with
\begin{equation}
\Delta Q^2=\sum_a m_a|\Delta\mathbf R_a|^2 .
\label{eq:dQ}
\end{equation}
Its SI unit is $\mathrm{kg^{1/2}\,m}$. Let $Q$ be the mass-weighted coordinate along this displacement, with $Q=0$ at the minimum of $g$ and $Q=\Delta Q$ at the minimum of $e$, and let $P$ be its conjugate momentum, $[Q,P]=i\hbar$.

The model assumes that $Q$ is a normal mode in both electronic states, with the same angular frequency $\omega$, and that both potentials are harmonic. Within the Born--Oppenheimer approximation the vibrational Hamiltonians are
\begin{align}
H_g&=\tfrac12P^2+\tfrac12\omega^2Q^2, \label{eq:Hg}\\
H_e&=E_{\mathrm{ZPL}}+\tfrac12P^2+\tfrac12\omega^2(Q-\Delta Q)^2 .
\label{eq:He}
\end{align}
No mass appears in the kinetic energy because it is contained in $Q$ and $P$. The vibrational eigenstates are $|n_g\rangle$ and $|m_e\rangle$, with $n,m=0,1,2,\dots$, and the levels are
\begin{equation}
E_{g,n}=(n+\tfrac12)\hbar\omega,\qquad
E_{e,m}=E_{\mathrm{ZPL}}+(m+\tfrac12)\hbar\omega .
\label{eq:levels}
\end{equation}
Both wells have the zero-point energy $\hbar\omega/2$. The energy of the zero-phonon line, $E_{e,0}-E_{g,0}$, is therefore equal to the difference $E_{\mathrm{ZPL}}$ of the two potential minima.

\section{Reduction of the spectrum to overlaps}

Consider emission at zero temperature. The defect is assumed to have relaxed to $|0_e\rangle$ before it emits. A transition to $|n_g\rangle$ leaves $n$ vibrational quanta in the final well, and by \eqref{eq:levels} the photon energy is
\begin{equation}
E_n=E_{e,0}-E_{g,n}=E_{\mathrm{ZPL}}-n\hbar\omega .
\label{eq:lines}
\end{equation}

The electronic dipole moment $\boldsymbol\mu_{ge}(Q)$ between the two states depends in general on the atomic positions. With vibrational wave functions $\chi_n^g(Q)$ and $\chi_0^e(Q)$, the full matrix element is
\begin{equation}
\mathbf M_n=\int dQ\,\chi_n^g(Q)^*\,\boldsymbol\mu_{ge}(Q)\,\chi_0^e(Q)
\simeq \boldsymbol\mu_{ge}\,\langle n_g|0_e\rangle .
\label{eq:condon}
\end{equation}
The last form is the Condon approximation: $\boldsymbol\mu_{ge}$ is taken as constant over the range of $Q$ where the wave functions overlap. It requires an electronic transition that is allowed without the help of the vibration. The relative strength of the lines is then contained in the Condon weights
\begin{equation}
p_n=|c_n|^2,\qquad c_n=\langle n_g|0_e\rangle .
\label{eq:weights}
\end{equation}
The states $|n_g\rangle$ form a complete set for functions of $Q$, so
\begin{equation}
\sum_{n=0}^{\infty}p_n
=\langle 0_e|\Big(\sum_n|n_g\rangle\langle n_g|\Big)|0_e\rangle
=\langle0_e|0_e\rangle=1 .
\label{eq:norm}
\end{equation}
The weights are thus a probability distribution for the number of quanta left in the final well.

The rate of spontaneous dipole emission is proportional to the cube of the photon energy. If the optical response of the host is constant over the band, the photon rate in line $n$ is
\begin{equation}
\Gamma_n\propto E_n^3\,p_n .
\label{eq:rate}
\end{equation}
The Poisson law derived below holds for $p_n$. A photon-count spectrum measured per unit photon energy has to be divided by $E^3$ before it is compared with that law. A spectrum recorded per unit wavelength $\lambda$ must first be converted to counts per unit energy, which multiplies it by a factor proportional to $\lambda^2$.

\section{The displaced ground state}

For the lower well define
\begin{equation}
a_g=\sqrt{\frac{\omega}{2\hbar}}\left(Q+\frac{iP}{\omega}\right).
\label{eq:ag}
\end{equation}
Its commutator with its adjoint follows from $[Q,P]=i\hbar$:
\begin{equation}
[a_g,a_g^\dagger]=\frac{\omega}{2\hbar}
\left(-\frac{i}{\omega}[Q,P]+\frac{i}{\omega}[P,Q]\right)
=\frac{\omega}{2\hbar}\left(\frac{\hbar}{\omega}+\frac{\hbar}{\omega}\right)=1 .
\label{eq:comm}
\end{equation}
The number operator is
\begin{equation}
N_g=a_g^\dagger a_g=\frac{\omega}{2\hbar}
\left(Q^2+\frac{P^2}{\omega^2}+\frac{i}{\omega}[Q,P]\right)
=\frac{H_g}{\hbar\omega}-\frac12 ,
\label{eq:Ng}
\end{equation}
so that $a_g$ is the usual lowering operator, with $a_g^\dagger|n_g\rangle=\sqrt{n+1}\,|(n+1)_g\rangle$.

In the upper well the distance from the minimum is $Q-\Delta Q$, while the momentum and the frequency are unchanged. Its lowering operator is
\begin{equation}
a_e=\sqrt{\frac{\omega}{2\hbar}}\left(Q-\Delta Q+\frac{iP}{\omega}\right)
=a_g-\alpha,\qquad
\alpha=\sqrt{\frac{\omega}{2\hbar}}\,\Delta Q .
\label{eq:shift}
\end{equation}
The two operators differ by a number. This is the step that needs equal frequencies.

The ground state of the upper well satisfies $a_e|0_e\rangle=0$. Inserting \eqref{eq:shift} gives
\begin{equation}
a_g|0_e\rangle=\alpha|0_e\rangle .
\label{eq:coherent}
\end{equation}
Seen from the lower well, the initial state is an eigenstate of the lowering operator, that is, a coherent state with amplitude $\alpha$.

\section{The Poisson distribution}

Project \eqref{eq:coherent} on $\langle n_g|$. The adjoint of $a_g^\dagger|n_g\rangle=\sqrt{n+1}\,|(n+1)_g\rangle$ is $\langle n_g|a_g=\sqrt{n+1}\,\langle(n+1)_g|$, so the left side becomes $\sqrt{n+1}\,c_{n+1}$ and
\begin{equation}
c_{n+1}=\frac{\alpha}{\sqrt{n+1}}\,c_n .
\label{eq:recursion}
\end{equation}
Starting from $c_0$, the first steps are $c_1=\alpha c_0$ and $c_2=\alpha^2c_0/\sqrt{1\cdot2}$. Each further step adds one factor $\alpha$ and one square root, hence
\begin{equation}
c_n=\frac{\alpha^n}{\sqrt{n!}}\,c_0 .
\label{eq:cn}
\end{equation}
The normalization \eqref{eq:norm} fixes $c_0$:
\begin{equation}
1=|c_0|^2\sum_{n=0}^\infty\frac{\alpha^{2n}}{n!}=|c_0|^2e^{\alpha^2}
\quad\Rightarrow\quad |c_0|^2=e^{-\alpha^2}.
\label{eq:c0}
\end{equation}
With $S=\alpha^2$ the result is
\begin{equation}
p_n=e^{-S}\frac{S^n}{n!},\qquad
S=\frac{\omega\,\Delta Q^2}{2\hbar} .
\label{eq:poisson}
\end{equation}
The weights of the sidebands follow a Poisson distribution, and its parameter $S$ is the Huang--Rhys factor.

The zero-phonon weight can be checked by direct integration. The ground states are Gaussians, $\chi_0^g=(\omega/\pi\hbar)^{1/4}e^{-\omega Q^2/2\hbar}$ and the same function of $Q-\Delta Q$. Since $Q^2+(Q-\Delta Q)^2=2(Q-\Delta Q/2)^2+\Delta Q^2/2$,
\begin{equation}
c_0=\sqrt{\frac{\omega}{\pi\hbar}}\;e^{-\omega\Delta Q^2/4\hbar}
\int_{-\infty}^{\infty}dQ\,e^{-\omega(Q-\Delta Q/2)^2/\hbar}
=e^{-\omega\Delta Q^2/4\hbar}=e^{-S/2},
\label{eq:gauss}
\end{equation}
because the integral equals $\sqrt{\pi\hbar/\omega}$. The square is $e^{-S}$, in agreement with \eqref{eq:c0}.

For absorption the initial state is $|0_g\rangle$. From $a_g|0_g\rangle=0$ and \eqref{eq:shift} one has $a_e|0_g\rangle=-\alpha|0_g\rangle$. The amplitudes contain $(-\alpha)^n$ in place of $\alpha^n$, and their squares are the same $p_n$. The lines now lie at $E_{\mathrm{ZPL}}+n\hbar\omega$. In this model the absorption and emission bands, expressed in Condon weights, are mirror images about the zero-phonon line.

\section{Meaning of the Huang--Rhys factor}

A vertical transition takes place at fixed $Q$. After emission at $Q=\Delta Q$ the lower potential lies above its minimum by the relaxation energy
\begin{equation}
E_{\mathrm{rel}}=\tfrac12\omega^2\Delta Q^2
=\hbar\omega\,\frac{\omega\,\Delta Q^2}{2\hbar}=S\hbar\omega .
\label{eq:relax}
\end{equation}
So $S$ is the relaxation energy counted in vibrational quanta. It need not be an integer.

A second reading compares lengths. Inverting \eqref{eq:ag} gives $Q=\sqrt{\hbar/2\omega}\,(a_g+a_g^\dagger)$, and the zero-point spread $\sigma$ follows from
\begin{equation}
\sigma^2=\langle0_g|Q^2|0_g\rangle
=\frac{\hbar}{2\omega}\langle0_g|a_ga_g^\dagger|0_g\rangle=\frac{\hbar}{2\omega},
\qquad
S=\left(\frac{\Delta Q}{2\sigma}\right)^2 .
\label{eq:spread}
\end{equation}
The coupling is weak when the displacement is small compared with $2\sigma$ and strong when it is large.

The third reading is statistical. Equation \eqref{eq:shift} turns the number operator of the lower well into
\begin{equation}
N_g=(a_e^\dagger+\alpha)(a_e+\alpha)
=N_e+\alpha(a_e+a_e^\dagger)+\alpha^2 ,
\label{eq:Nshift}
\end{equation}
with $N_e=a_e^\dagger a_e$. For an initial level $m$ this gives
\begin{equation}
(N_g-m)|m_e\rangle=\alpha^2|m_e\rangle
+\alpha\left(\sqrt m\,|(m-1)_e\rangle+\sqrt{m+1}\,|(m+1)_e\rangle\right).
\label{eq:change}
\end{equation}
The projection on $\langle m_e|$ is the mean change of the phonon number, $\alpha^2=S$. The squared norm of the right side is the mean square change, $S^2+S(m+m+1)$. Subtracting the squared mean leaves the variance
\begin{equation}
\mathrm{Var}(N_g-m)=S(2m+1).
\label{eq:varm}
\end{equation}
For $m=0$ the mean and the variance are both $S$, as a Poisson distribution requires. The Huang--Rhys factor is the mean number of quanta left in the final well, not the number left in each transition.

\section{Shape of the band}

By \eqref{eq:lines} and the mean just found, the mean emission energy is
\begin{equation}
\overline E_{\mathrm{em}}=E_{\mathrm{ZPL}}-S\hbar\omega,
\qquad
\overline E_{\mathrm{abs}}=E_{\mathrm{ZPL}}+S\hbar\omega .
\label{eq:means}
\end{equation}
The averages use Condon weights. They coincide with the vertical energy differences of the two potentials at $Q=\Delta Q$ and $Q=0$, by \eqref{eq:relax}. The separation of the means is $2S\hbar\omega$: one relaxation energy is released in each electronic state. The root-mean-square width of either band is $\sqrt S\,\hbar\omega$.

The ratio of adjacent weights,
\begin{equation}
\frac{p_n}{p_{n-1}}=\frac Sn ,
\label{eq:ratio}
\end{equation}
locates the maximum. The weights grow while $n<S$ and fall when $n>S$. For non-integer $S$ the strongest line is the largest integer below $S$; for a positive integer $S$ the lines $n=S-1$ and $n=S$ are equally strong. The strongest line therefore differs in general from the mean. At zero temperature, \eqref{eq:ratio} also yields $S$ from the Condon weights of two adjacent resolved lines of known $n$, without the area of the whole band. This holds only for a band built on a single frequency. When modes of different frequencies are displaced, as treated below, the one-phonon line of mode $k$ divided by the zero-phonon line gives the partial factor $S_k$, provided no other line coincides with it, and not the total $S$.

For $S\ll1$, expansion of \eqref{eq:poisson} to first order gives $p_0\simeq1-S$ and $p_1\simeq S$; two-phonon emission is of order $S^2$. Most of the weight is then in the zero-phonon line.

For $S\gg1$ put $n=S+x$ with $x$ of order $\sqrt S$. Stirling's formula, $\ln n!\simeq n\ln n-n+\frac12\ln(2\pi n)$, gives
\begin{align}
\ln p_n&\simeq x-(S+x)\ln\!\left(1+\frac xS\right)-\tfrac12\ln(2\pi n)\nonumber\\
&\simeq x-(S+x)\left(\frac xS-\frac{x^2}{2S^2}\right)-\tfrac12\ln(2\pi S)\nonumber\\
&\simeq-\frac{x^2}{2S}-\tfrac12\ln(2\pi S).
\label{eq:stirling}
\end{align}
In the last line $-x^2/S$ and $+x^2/2S$ have been combined, and terms of order $S^{-1/2}$ have been dropped. Near its centre the band has a Gaussian envelope,
\begin{equation}
p_n\simeq\frac{1}{\sqrt{2\pi S}}\,e^{-(n-S)^2/2S},
\label{eq:gaussian}
\end{equation}
while the zero-phonon weight $e^{-S}$ is exponentially small. That line lies far in the wing, outside the range of \eqref{eq:gaussian}, so its weight has to be taken from \eqref{eq:poisson}.

\section{Several modes}

Suppose that several normal modes $k$ are displaced, that each keeps its frequency $\omega_k$, and that the modes are not mixed by the transition. The overlap is a product over modes, and the numbers $n_k$ are independent Poisson variables with $S_k=\omega_k\Delta Q_k^2/2\hbar$. For two modes the total number $N=n_1+n_2$ has the distribution
\begin{equation}
P_N=e^{-S_1-S_2}\sum_{j=0}^{N}\frac{S_1^{\,j}S_2^{\,N-j}}{j!\,(N-j)!}
=e^{-(S_1+S_2)}\frac{(S_1+S_2)^N}{N!},
\label{eq:twomodes}
\end{equation}
by the binomial theorem. Adding one mode at a time extends this to any finite number of modes, with $S=\sum_kS_k$.

The total number is Poisson distributed even when the frequencies differ, but the spectrum is then not a single Poisson ladder. The photon energy is $E_{\mathrm{ZPL}}-\sum_kn_k\hbar\omega_k$, and when the frequencies differ, each value $N\ge1$ belongs to more than one energy. Only $N=0$ gives a single line, at $E_{\mathrm{ZPL}}$. If all displaced modes share one frequency, the energy depends on $N$ alone and \eqref{eq:poisson} describes the lines, with $\Delta Q^2=\sum_k\Delta Q_k^2$.

\section{Where the Poisson law fails}

\subsection{Finite temperature}

In thermal equilibrium within the upper well, level $m$ is occupied with a Boltzmann probability, and the mean of $m$ is
\begin{equation}
\bar n=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\label{eq:bose}
\end{equation}
The mean change of phonon number is $S$ for every $m$, so the thermal mixture adds no spread of means. Its variance is the average of \eqref{eq:varm},
\begin{equation}
\mathrm{Var}_T=S(2\bar n+1),
\label{eq:varT}
\end{equation}
which exceeds the mean $S$ for $T>0$. The distribution of the change is then not Poissonian; it also contains negative changes, which give lines above $E_{\mathrm{ZPL}}$ in emission. The relative excess of the variance is $2\bar n$, and for $\bar n\ll1$ the zero-temperature law is a good approximation for the main part of the band. At strong coupling the weak line at $E_{\mathrm{ZPL}}$ is more sensitive, and its weight stays close to $e^{-S}$ only if $S^2\bar n\ll1$ as well. For $S=20$ and $\bar n=0.01$ it is already 7.7 times $e^{-S}$.

\subsection{Unequal frequencies}

Let the upper well have frequency $\omega'\neq\omega$ and, to isolate this effect, set $\Delta Q=0$. Its ground state obeys $(\omega'Q+iP)|0_e\rangle=0$. With $Q=\sqrt{\hbar/2\omega}\,(a_g+a_g^\dagger)$ and $iP=\sqrt{\hbar\omega/2}\,(a_g-a_g^\dagger)$ this becomes
\begin{equation}
(\omega+\omega')\,a_g|0_e\rangle=(\omega-\omega')\,a_g^\dagger|0_e\rangle .
\label{eq:squeezed}
\end{equation}
Projection on $\langle0_g|$ gives $c_1=0$, and projection on $\langle1_g|$ gives
\begin{equation}
c_2=\frac{1}{\sqrt2}\,\frac{\omega-\omega'}{\omega+\omega'}\,c_0\neq0 .
\label{eq:c2}
\end{equation}
A Poisson law with $p_1=0$ would need $S=0$ and hence $p_2=0$. No value of $S$ reproduces these weights. For $\omega'=\omega/2$, \eqref{eq:c2} gives $p_2/p_0=\frac12\left(\frac13\right)^2=0.0556$; grid diagonalization gives $0.05238/0.94281=0.0556$.

\section{Worked example}

Take a model deep defect with the round parameters $\hbar\omega=0.040\ \mathrm{eV}$, $E_{\mathrm{ZPL}}=1.00\ \mathrm{eV}$ and $\Delta Q=0.70\ \mathrm{amu^{1/2}\,\text{\AA}}$, which is $2.8525\times10^{-24}\ \mathrm{kg^{1/2}\,m}$. The zero-point spread is $\sigma=9.315\times10^{-25}\ \mathrm{kg^{1/2}\,m}$, and \eqref{eq:spread} gives
\begin{equation}
S=\left(\frac{2.8525}{2\times0.9315}\right)^2=(1.531)^2=2.344 .
\label{eq:Snum}
\end{equation}
The relaxation energy is $2.344\times0.040\ \mathrm{eV}=0.0938\ \mathrm{eV}$. The coupling is intermediate: the zero-phonon line is still visible, but most of the weight is in the sidebands.

The weights follow from $p_0=e^{-2.344}=0.0959$ and \eqref{eq:ratio}:
\begin{align}
p_1&=2.344\,p_0=0.225, & p_2&=\tfrac{2.344}{2}\,p_1=0.264,\nonumber\\
p_3&=\tfrac{2.344}{3}\,p_2=0.206, & p_4&=\tfrac{2.344}{4}\,p_3=0.121 .
\label{eq:pnum}
\end{align}
The strongest emission line is $n=2$, at $0.920\ \mathrm{eV}$, whereas the mean emission energy is $1.000-0.0938=0.906\ \mathrm{eV}$. The mean absorption energy is $1.094\ \mathrm{eV}$, and the two means are $0.188\ \mathrm{eV}$ apart. The strongest lines of the two bands are only $2\times2\times0.040=0.160\ \mathrm{eV}$ apart, so a shift read from maxima would underestimate $2S\hbar\omega$ here.

These weights were tested against overlaps of eigenvectors obtained by diagonalizing \eqref{eq:Hg} and \eqref{eq:He} on a coordinate grid. The largest absolute difference is of order $10^{-14}$, the level of rounding error.

The factor $E^3$ in \eqref{eq:rate} matters for the reading of a spectrum. It raises the zero-phonon share of the emitted photons from $0.096$ to $0.127$, because that line has the highest photon energy. The uncorrected ratio of the first two lines is $0.26373/0.12715=2.07$, about $12\%$ below the true $S$. Division by $E^3$ restores $2.34$.

At $77\ \mathrm K$ the occupation is $\bar n=0.0024$, and the variance $2.356$ exceeds $S$ by $0.5\%$. At $300\ \mathrm K$, $\bar n=0.270$ and
\begin{equation}
\mathrm{Var}_T=2.344\,(1+2\times0.270)=3.61 .
\label{eq:varnum}
\end{equation}
The root-mean-square width is then larger than at zero temperature by the factor $\sqrt{3.61/2.344}=1.24$. For this mode the zero-temperature distribution serves well at $77\ \mathrm K$ but not at room temperature.

\section*{Values computed for the example and the checks}
\begin{verbatim}
phonon quantum: 0.040 eV
angular frequency: 6.0771e+13 rad/s
zero-phonon line energy: 1.000 eV
displacement dQ: 0.70 amu^0.5 angstrom
displacement dQ in SI: 2.8525e-24 kg^0.5 m
zero-point spread: 9.3149e-25 kg^0.5 m
alpha: 1.5311 (dimensionless)
Huang-Rhys factor S: 2.3444 (dimensionless)
relaxation energy: 0.09378 eV
mean phonon number from grid: 2.3444
variance of phonon number from grid: 2.3444
n, line energy (eV), grid weight, Poisson weight, E^3-weighted share:
  0  1.000  0.09590  0.09590  0.12715
  1  0.960  0.22484  0.22484  0.26373
  2  0.920  0.26356  0.26356  0.27209
  3  0.880  0.20596  0.20596  0.18608
  4  0.840  0.12071  0.12071  0.09486
  5  0.800  0.05660  0.05660  0.03842
  6  0.760  0.02212  0.02212  0.01287
  7  0.720  0.00741  0.00741  0.00367
  8  0.680  0.00217  0.00217  0.00090
sum of weights n = 0..8: 0.99927
largest grid-Poisson difference: 1.4e-14
strongest line: n = 2
S from grid ratio p_1/p_0: 2.3444
S from grid -ln p_0: 2.3444
mean emission energy (Condon weights): 0.90622 eV
mean absorption energy (Condon weights): 1.09378 eV
difference of the means: 0.18755 eV
variance of number change from level m = 1: 7.0332
T = 77 K: occupation 0.00242, variance 2.3557
T = 300 K: occupation 0.27037, variance 3.6121
two modes, shares 0.3 and 0.7 of S: largest difference from
  one Poisson law in total number: 3.6e-15
upper/lower frequency ratio 0.5, dQ = 0:
  p_0 = 0.94281, p_1 = 4.4e-29, p_2 = 0.05238
\end{verbatim}
